# Why hexachloroplumbate(IV) is yellow: relativity and bond length weighed

## Two absorption thresholds

In a hybrid density-functional calculation, the lowest singlet excitation of $\mathrm{SnCl_6^{2-}}$ lies at 4.63 eV, or 268 nm. For $\mathrm{PbCl_6^{2-}}$ it lies at 3.04 eV, or 408 nm. The first threshold is well inside the ultraviolet; the second is at the violet end of the visible range, and a substance that removes violet light from white light looks yellow. The two ions have the same charge, shape and number of valence electrons. What lowers the threshold by 1.59 eV?

Two candidates are weighed here: the relativistic lowering of the lead 6s level, and the longer Pb–Cl bond. Each is changed separately.

The calculations treat isolated octahedral ions with the PBE0 functional. The metal has a relativistic small-core pseudopotential and the def2-TZVP basis without f functions; chlorine has the 6-31G basis. The bond lengths are rough values, 240 pm for Sn–Cl and 250 pm for Pb–Cl. Excitations are vertical, meaning that the nuclei stay fixed. Spin-orbit coupling in the complexes, the crystal and vibrations are left out. The basis, which has no polarization or diffuse functions on chlorine, was not varied; the digits given serve for differences within this one setting and are not converged values.

## The acceptor orbital

In the oxidation state IV the metal $ns$ shell is formally empty ($n=5$ for Sn, $n=6$ for Pb). Let each chlorine contribute one orbital $\sigma_k$ pointing at the metal. The number of these six orbitals left in place by a symmetry operation is 6 for the identity, 2 for each of the six $C_4$ and three $C_2=C_4^2$ rotations, 4 for each of the three reflections $\sigma_h$, 2 for each of the six reflections $\sigma_d$, and 0 otherwise. The totally symmetric representation $a_{1g}$ has character 1 throughout, so it occurs

$$\frac{6+6\cdot2+3\cdot2+3\cdot4+6\cdot2}{48}=1$$

time. The combination is $L=(\sigma_1+\dots+\sigma_6)/\sqrt6$, up to normalization for overlap. The metal $ns$ orbital is also $a_{1g}$, so the two can mix.

A two-level model shows what the mixing does. Take orthogonalized orbitals with energies $\varepsilon_s$ and $\varepsilon_L$ and coupling $\beta$. The eigenvalues $E$ obey

$$(E-\varepsilon_s)(E-\varepsilon_L)=\beta^2 .$$

The lower root is bonding and filled; the upper root is antibonding and empty. Differentiating with respect to $\varepsilon_s$, at fixed $\varepsilon_L$ and $\beta$, gives

$$\left(\frac{dE}{d\varepsilon_s}-1\right)(E-\varepsilon_L)+(E-\varepsilon_s)\frac{dE}{d\varepsilon_s}=0
\;\Rightarrow\;
\frac{dE}{d\varepsilon_s}=\frac{E-\varepsilon_L}{2E-\varepsilon_s-\varepsilon_L}.$$

For the upper root both $E-\varepsilon_s$ and $E-\varepsilon_L$ are positive, so this slope lies between 0 and 1. Lowering the metal level lowers the acceptor, but by a fraction of the amount. Differentiating with respect to $|\beta|$ instead gives

$$\frac{dE}{d|\beta|}=\frac{2|\beta|}{2E-\varepsilon_s-\varepsilon_L}>0 .$$

A longer bond, which weakens the coupling, therefore also lowers the acceptor in this model. These are the two candidates in their simplest form.

The donors are chlorine 3p orbitals. The dipole operator transforms as $t_{1u}$, and the acceptor is totally symmetric. The integral $\langle a|\mathbf r|i\rangle$ can thus be nonzero only if the donor $i$ is $t_{1u}$. Excitations from $t_{1g}$ and $t_{2u}$ lone-pair combinations are dipole forbidden at the fixed octahedral geometry. This is why the lowest excitation and the lowest allowed one must be distinguished.

## First contribution: relativity in the metal ion

For a spherical potential energy $V(r)$, with $E$ measured from the rest energy $mc^2$, the radial Dirac equations are

$$c\hbar\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q+VP=EP,$$
$$c\hbar\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2mc^2)Q=EQ .$$

Here $P$ and $Q$ are the large and small radial components, and $\kappa=-1$ for s electrons. The second equation gives

$$Q=\frac{c\hbar}{2mc^2+E-V}\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P
=\frac{\hbar}{2cM}\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P,$$
$$M(r)=m+\frac{E-V(r)}{2c^2}.$$

Inserting this in the first equation yields

$$\frac{\hbar^2}{2}\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)\frac1M\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+VP=EP .$$

For $c\to\infty$, $M\to m$. The product of the two brackets then acts as

$$-P''-\left(\frac{\kappa P}{r}\right)'+\frac{\kappa P'}{r}+\frac{\kappa^2P}{r^2}
=-P''+\frac{\kappa(\kappa+1)}{r^2}P,$$

because the two terms in $P'$ cancel. This is the Schrödinger equation; for $\kappa=-1$ the centrifugal term vanishes.

At finite $c$, $M$ exceeds $m$ wherever $E>V$, and by most near the nucleus, where $V$ is very negative. After integration by parts the kinetic term is $(\hbar^2/2)\int|P'+\kappa P/r|^2/M\,dr$, so a larger $M$ reduces it. In a fixed potential this lowers the s level. In the outer tail, where $E<V$, the sign is reversed, but there $|E-V|$ is tiny compared with $2mc^2$. An s electron is affected strongly because it reaches the region near the nucleus where $M$ is largest. The absence of a centrifugal term is not the whole reason: in a pure Coulomb field the $p_{1/2}$ level ($\kappa=+1$) is lowered by exactly as much as the s level of the same $n$, while $p_{3/2}$ is lowered much less.

In a real ion the potential also changes, since the other shells respond. Both effects are included in self-consistent local-density calculations for the ions $M^{2+}$, which have a filled $ns$ shell. Define

$$\lambda=E_{ns}(\text{Schrödinger})-E_{ns}(\text{Dirac}).$$

For tin the two energies are $-25.47$ and $-26.53$ eV, and $\lambda=1.05$ eV from the unrounded values. For lead they are $-24.42$ and $-27.86$ eV, so $\lambda=3.44$ eV.

The order of the two metals is reversed. Without relativity, lead 6s would lie $25.47-24.42=1.05$ eV above tin 5s. With relativity it lies $27.86-26.53=1.33$ eV below. The lead orbital also contracts: its mean radius falls from 127.6 to 114.8 pm.

## Second contribution: the share that reaches the complex

To find what the lowering does in the complex, it must be removed there without moving the nuclei. The direct relativistic effect on an s wave arises close to the nucleus. Its effect farther out can be undone by a short-range repulsion on s waves at the metal,

$$W=A\,e^{-\alpha r^2}\hat P_s ,$$

where $\hat P_s$ selects s waves about the metal and $\alpha=3/a_0^2$, with $a_0$ the Bohr radius. The amplitude $A$ is chosen so that adding $W$ to the relativistic pseudopotential raises the $ns$ level of $M^{2+}$ by $\lambda$. A separate case tests the replacement: in $\mathrm{Pb^{4+}}$, which was not used to choose $A$, the all-electron lowering of the empty 6s level is 5.60 eV, and $W$ gives 5.53 eV.

"Without relativity" below means with $W$ added. Relativistic effects on p and d electrons remain in the pseudopotential.

The size of the effect on the acceptor $a$ follows from first-order perturbation theory. Let $F|a\rangle=\varepsilon_a|a\rangle$ with a fixed one-electron operator $F$, and add a weak $W$. The first-order terms are

$$(F-\varepsilon_a)|\delta a\rangle+W|a\rangle=\delta\varepsilon_a|a\rangle .$$

Multiplication by $\langle a|$ removes the first term, because $F$ is Hermitian, and leaves $\delta\varepsilon_a=\langle a|W|a\rangle$. The same holds for the ionic level. The ionic shift is now identified with $\lambda$. This is a further approximation: $\lambda$ is the finite, self-consistent shift, and it is smaller than the fixed-field value $\langle ns|W|ns\rangle$, which is 4.83 eV for lead and 1.43 eV for tin. With this identification,

$$\delta\varepsilon_a\approx\eta\lambda,\qquad
\eta=\frac{\langle a|W|a\rangle}{\langle ns|W|ns\rangle}.$$

If $\eta$ is a property of the orbitals, it should hardly depend on the range of $W$. Near the nucleus the potential is much deeper than any valence energy. Changing $E$ by a valence energy therefore barely alters the radial equation there, and the s part of $a$ is nearly a constant $k$ times the ionic $ns$ orbital. Then $\eta\approx k^2$ for any sufficiently short range. For lead, $\eta$ is 0.545 with $\alpha=3/a_0^2$ and 0.549 with $\alpha=8/a_0^2$; for tin the values are 0.603 and 0.607.

The estimates are

$$\text{Pb: }0.545\times3.44\ \text{eV}\approx1.9\ \text{eV},\qquad
\text{Sn: }0.603\times1.05\ \text{eV}\approx0.6\ \text{eV}.$$

The full self-consistent calculations at 240 pm give larger rises of the acceptor when relativity is removed: 2.44 eV for lead and 0.77 eV for tin. The estimate $\eta\lambda$ thus gives the right order and the right contrast, but is about a fifth too small relative to the full results. The fixed-field value $\langle a|W|a\rangle$ itself, $0.545\times4.83\approx2.6$ eV for lead and $0.603\times1.43\approx0.9$ eV for tin, is slightly too large. The ionic level falls further below its first-order value than the acceptor does. Part of the discrepancy is the finite strength of $W$: with frozen fields, the ratio of the finite shifts for lead is 0.611 instead of 0.545. The rest involves the rearrangement of the electrons in the ion and in the complex, which the estimate leaves out, and the use of different functionals for the ion (local density) and the complex (PBE0); these parts have not been resolved further.

The highest chlorine level moves by $-0.04$ eV in the lead complex and $-0.01$ eV in the tin complex. Removing the s relativity thus shifts the acceptor and leaves the donor nearly where it was. This is partly built in: $W$ acts only on s waves about the metal, so it has no first-order effect on an orbital that is not $a_{1g}$, and the relativistic effects on p and d electrons were not varied.

## Third contribution: the attraction between electron and hole

An orbital gap is not an excitation energy. The difference must be examined before the shift of the acceptor can be called a shift of the absorption.

Let a weak oscillation mix the acceptor into each occupied real orbital,

$$\phi_j\;\to\;\left(\phi_j+X_j\phi_a e^{-i\omega t}\right)e^{-i\varepsilon_jt/\hbar}.$$

The time-dependent one-electron equation, projected on $\phi_a$ and kept to first order, reads

$$(\varepsilon_j+\hbar\omega)X_j=\varepsilon_aX_j+\langle a|\delta F|j\rangle ,$$

where $\delta F$ is the field produced by the oscillation itself. In the Tamm–Dancoff approximation only the part of the density matrix containing $X$, and not its conjugate, is kept. For a singlet both spins oscillate together, so

$$\delta\rho(\mathbf r,\mathbf r')=2\sum_iX_i\phi_a(\mathbf r)\phi_i(\mathbf r').$$

Write

$$(pq|rs)=\frac{e^2}{4\pi\epsilon_0}\iint\frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The field $\delta F$ has three parts:

- The Coulomb potential of $\delta\rho(\mathbf r,\mathbf r)$ contributes $2\sum_iX_i(ia|ja)$.
- A fraction $c_x$ of exact exchange acts between equal spins, hence with half of $\delta\rho$. Its kernel is $-\tfrac12c_x\,\delta\rho(\mathbf r,\mathbf r')$ times the Coulomb interaction. Between $\phi_a(\mathbf r)$ and $\phi_j(\mathbf r')$ it contributes $-c_x\sum_iX_i(ij|aa)$.
- The density-functional potential changes by its derivative $f_{xc}$ times the density change, which contributes $2\sum_iX_i\langle ia|f_{xc}|ja\rangle$.

Moving $\varepsilon_jX_j$ to the right gives $\hbar\omega X_j=\sum_iA_{ji}X_i$ with

$$A_{ji}=\delta_{ji}(\varepsilon_a-\varepsilon_i)+2(ia|ja)-c_x(ij|aa)+2\langle ia|f_{xc}|ja\rangle .$$

PBE0 has $c_x=1/4$. The exchange term is the attraction between the electron in $a$ and the hole it left.

Two simplifications enter: a local-density form of $f_{xc}$, and a single acceptor orbital. For the allowed excitation of lead at 240 pm, evaluating the full PBE0 kernel on the same excitation vector gives 4.76 eV, against 4.77 eV here. The other empty orbitals would lower this allowed excitation by an estimated 0.10 eV. Neither estimate refers to the lowest excitation.

At 240 pm, the lowest excitation minus the orbital gap is

$$\text{Sn: }4.63-5.86=-1.23\ \text{eV},\qquad \text{Pb: }3.92-5.15=-1.23\ \text{eV}.$$

The interaction terms are large but come out equal for the two metals to the digits shown, so they do not cause the difference at equal bond length. This equality is a numerical result of the present case, not a derived one, and it does not carry over to the longer bond: for lead at 250 pm the orbital gap is about 4.2 eV, so the interaction terms amount to about $-1.1$ eV, and this change is included in the bond-length step below. They also hardly respond to relativity. In lead, removing it raises the orbital gap by $2.44+0.04=2.48$ eV and the lowest excitation by $6.40-3.92=2.48$ eV.

## Fourth contribution: the bond length

Stretching Pb–Cl from 240 to 250 pm lowers the lowest excitation from 3.92 to 3.04 eV, by 0.88 eV. The lowest allowed excitation falls by 1.01 eV. The two-level model suggests one possible reason, the weaker coupling $\beta$. Another may be electrostatic: when the negative ligands move away, an electron on the metal is repelled less. The donor level can shift as well. The calculation gives only the total effect and tests none of these parts separately.

This sensitivity also limits the prediction. If the change is taken as linear, an error of 1 pm in the bond length shifts the lead threshold by about 0.09 eV.

## The balance

For the lowest excitation, the difference between tin at 240 pm and lead at 250 pm can be built up step by step. A positive entry moves lead towards the visible relative to tin.

| Step | Contribution (eV) |
|---|---:|
| Sn minus Pb, both at 240 pm, no s relativity | $5.41-6.40=-0.99$ |
| s relativity in lead | $6.40-3.92=+2.48$ |
| s relativity in tin | $4.63-5.41=-0.78$ |
| Longer Pb–Cl bond | $3.92-3.04=+0.88$ |
| Sum | $+1.59$ |

The first line has the opposite sign to the observed trend. At equal bond length and without s relativity, the lead complex would absorb at higher energy than the tin complex. The higher nonrelativistic 6s level of the lead ion points the same way. The larger nonrelativistic 6s orbital, which should overlap more with chlorine, may add to it; that part is a conjecture.

Relativity contributes a net $2.48-0.78=1.70$ eV, about twice the bond-length term. For the allowed excitations at 240 pm, it turns a difference of $-1.01$ eV into $+0.67$ eV. The relativistic change is therefore 251 percent of the final difference. A share above 100 percent means that relativity first cancels an opposing trend and then reverses it.

Relativity alone does not suffice: at 240 pm, lead would start to absorb at 3.92 eV, still in the ultraviolet. The longer bond alone does not suffice either. At 250 pm, removing s relativity raises the orbital gap of lead by about 2.3 eV rather than 2.48 eV; if the excitation follows the gap as it does at 240 pm, the threshold would lie near $3.04+2.3\approx5.3$ eV. The two steps are thus only roughly additive, and the entries of the table depend on their order by about 0.2 eV. The bond length that lead would have in a nonrelativistic world was not computed either.

## From threshold to colour

The lowest allowed excitation of the lead complex at 250 pm is at 3.75 eV, or 330 nm, with an oscillator strength of 0.290 computed at 240 pm. Its maximum is in the ultraviolet. The yellow colour is therefore assigned to the low-energy onset of the charge-transfer absorption, not to a band centred in the visible.

The 408 nm excitation belongs to this onset, but it is dipole forbidden in the rigid octahedron. Vibrations that break the symmetry can lend it intensity, and broadening extends the allowed band to longer wavelengths. Neither process is computed here, so the strength of the violet absorption is not predicted. In tin the corresponding excitations are at 268 and 228 nm, far enough from the visible for the ion to be colourless in this model.

The absolute position of the lead threshold, within 0.1 eV of the visible edge near 400 nm, is less secure than the trend. The functional, the small basis, the missing crystal field of the counter-ions, spin-orbit coupling and the rough bond length can each move it. In the isolated dianion the acceptor orbital energy is positive, about $+5$ eV for lead at 240 pm, so the acceptor is not a bound orbital; the basis has no diffuse functions, and the effect of adding them was not examined. The relativistic lowering of the lead threshold, 2.48 eV at 240 pm, is much larger than the distance from the threshold to the visible edge. It is the larger of the two steps that together bring the lead complex near the edge; alone it leaves the threshold at 3.92 eV. The numerical check tests the ionic levels, the transfer to the complex and the trend of the allowed excitations; the lowest excitations in the balance are computed by the same method but not compared independently.

## Table of computed values

```
One-electron 6s, Z = 82, Dirac, solver / closed: -2696.86 / -2696.89 eV
One-electron 6s, Z = 82, Schroedinger, solver / closed: -2541.23 / -2541.24 eV
Common M-Cl length: 240 pm; longer Pb-Cl length: 250 pm
Sn(2+) 5s energy, Dirac: -26.53 eV
Sn(2+) 5s energy, Schroedinger: -25.47 eV
Sn(2+) 5s relativistic lowering lambda: 1.05 eV
Sn(2+) 5s mean radius, Dirac / Schroedinger: 116.7 / 120.8 pm
Sn(2+) 5s energy, pseudopotential: -26.63 eV
Sn amplitude A of W (alpha = 3 per bohr^2): 75.5 eV
Sn share eta, alpha = 3 / alpha = 8: 0.603 / 0.607
Sn ratio of finite frozen-field shifts: 0.620
Sn estimate eta*lambda: 0.64 eV
Pb(2+) 6s energy, Dirac: -27.86 eV
Pb(2+) 6s energy, Schroedinger: -24.42 eV
Pb(2+) 6s relativistic lowering lambda: 3.44 eV
Pb(2+) 6s mean radius, Dirac / Schroedinger: 114.8 / 127.6 pm
Pb(2+) 6s energy, pseudopotential: -27.84 eV
Pb amplitude A of W (alpha = 3 per bohr^2): 291.8 eV
Pb(4+) empty 6s lowering, all-electron: 5.60 eV
Pb(4+) empty 6s lowering, from W: 5.53 eV
Pb share eta, alpha = 3 / alpha = 8: 0.545 / 0.549
Pb ratio of finite frozen-field shifts: 0.611
Pb estimate eta*lambda: 1.88 eV
Pb allowed LMCT, full PBE0 kernel: 4.760 eV
Pb estimated effect of other empty orbitals: -0.10 eV
Sn a1g rise without s relativity: 0.77 eV
Sn highest Cl level rise without s relativity: -0.01 eV
Sn orbital gap, relativistic: 5.86 eV
Sn lowest LMCT, with / without: 4.63 / 5.41 eV
Sn allowed LMCT, with / without: 5.44 / 6.21 eV
Sn oscillator strength of allowed LMCT: 0.349
Pb a1g rise without s relativity: 2.44 eV
Pb highest Cl level rise without s relativity: -0.04 eV
Pb orbital gap, relativistic: 5.15 eV
Pb lowest LMCT, with / without: 3.92 / 6.40 eV
Pb allowed LMCT, with / without: 4.77 / 7.22 eV
Pb oscillator strength of allowed LMCT: 0.290
Sn minus Pb allowed LMCT, common length: 0.67 eV
Same difference without s relativity: -1.01 eV
Relativistic part of the difference: 251 percent
Further lowering by the longer Pb-Cl bond: 1.01 eV
Pb at longer bond, lowest LMCT: 3.04 eV = 408 nm
Pb at longer bond, allowed LMCT: 3.75 eV = 330 nm
Sn lowest LMCT wavelength: 268 nm
Sn allowed LMCT wavelength: 228 nm
```
